# Valence and susceptibility of europium in the interconfiguration fluctuation model

## Problem

In the Sales–Wohlleben interconfiguration fluctuation model, a europium ion fluctuates between $4f^7$ (Eu²⁺) and $4f^6$ plus one electron at the Fermi level (Eu³⁺). The model is a phenomenological rule: averages are canonical averages over the ionic states of both configurations, taken at an effective temperature $T^*$ instead of $T$. Use $T^*=T+T_f$, with a field-independent fluctuation temperature $T_f$, and compare with $T^*=(T^2+T_f^2)^{1/2}$.

Assume $LS$ coupling, the maximal-spin term of each configuration, spin-orbit coupling $\lambda\,\mathbf L\cdot\mathbf S$ with $\lambda>0$, a spin $g$ factor of 2 and linear response, with no crystal field, exchange or band susceptibility. Eu²⁺ lies a constant energy $E_{ex}$ above the Eu³⁺ ground level. Energies are in kelvin, and the molar susceptibility is in cm³/mol (Gaussian). The model parameters are $E_{ex}=400$ K, $T_f=100$ K and $\lambda=500$ K, the last a round number of the rough size of the $^7F_0$–$^7F_1$ interval.

(a) Find the valence $v$ and the susceptibility $\chi$ at $T=300$ K. (b) How does $v$ vary with temperature? (c) Where is $\chi$ largest? (d) How do the two rules differ near $T=0$?

## A tempting solution

Eu²⁺ is $^8S_{7/2}$: eight states with $g=2$ and Curie factor $g^2J(J+1)/3=4\cdot\frac72\cdot\frac92/3=21$. Eu³⁺ has the ground level $^7F_0$, a singlet with no moment. At $T^*=400$ K the Eu²⁺ weight is $8e^{-400/400}=2.943$, so the Eu²⁺ fraction and the valence are

$$p_2=\frac{2.943}{1+2.943},\qquad v=3-p_2=2.254.$$

With $C_0=N_A\mu_B^2/k=0.37515$ cm³ K/mol, $\chi=21C_0\,p_2/T^*=1.470\times10^{-2}$ cm³/mol. On heating, $p_2$ rises monotonically toward $8/9$, so $v$ falls monotonically toward $2+1/9$.

## The fault

The Eu²⁺ treatment is correct. The Eu³⁺ treatment fails twice. First, $^7F_1$ lies at $\lambda=500$ K, comparable with $T^*=400$ K, so the Eu³⁺ partition function is not 1. Second, $J=0$ forbids only a first-order Zeeman shift. The field couples to $\mathbf L+2\mathbf S$, which is not proportional to $\mathbf J$ and mixes $^7F_1$ into $^7F_0$. This Van Vleck term survives at any low temperature.

## The right solution

### Levels and populations

For $f^7$ with $M_S=7/2$ all seven orbitals hold one up spin. This single determinant has $M_L=0$, so $L=0$. For $f^6$ with $M_S=3$ one orbital $m$ is empty and $M_L=-m$. The seven determinants carry $M_L=-3,\dots,3$ once each, so $L=S=3$. From $\mathbf J^2=\mathbf L^2+\mathbf S^2+2\mathbf L\cdot\mathbf S$ with $\mathbf L^2=\mathbf S^2=12$ we get $2\mathbf L\cdot\mathbf S=J(J+1)-24$. Measured from $J=0$,

$$E_J=\tfrac12\lambda J(J+1),\quad J=0,\dots,6,\qquad Z_3=\sum_J(2J+1)e^{-E_J/T^*},$$

with 49 states in all. Then

$$p_2=\frac{8e^{-E_{ex}/T^*}}{Z_3+8e^{-E_{ex}/T^*}},\qquad p_3=1-p_2,\qquad v=2p_2+3p_3=3-p_2.$$

Since $Z_3>1$ and $e^{-E_{ex}/T^*}<1$ for $E_{ex}>0$, we have $p_2<8/9$. The number $2+1/9=2.111$ is therefore only a lower bound on $v$.

### Linear response

The moment operator along the field is $-\mu_B\hat m$ with $\hat m=L_z+2S_z$, so the field adds $+b\,\hat m$ to the Hamiltonian, with $b=\mu_BB/k$. Because $\hat m$ commutes with $J_z$, it does not mix different $M$ within a level, and the states $|n\rangle=|JM\rangle$ are the right basis for perturbation theory:

$$\epsilon_n=E_n+bW_n+b^2V_n,\qquad W_n=\langle n|\hat m|n\rangle,\qquad V_n=\sum_{E_{n'}\ne E_n}\frac{|\langle n'|\hat m|n\rangle|^2}{E_n-E_{n'}}.$$

For Zeeman energies small against $T^*$ and $\lambda$, expanding the exponentials over all 57 states gives

$$Z=\sum_ne^{-E_n/T^*}\Big[1-\frac{bW_n}{T^*}+\frac{b^2}{2T^*}\Big(\frac{W_n^2}{T^*}-2V_n\Big)\Big].$$

Within a level $W_n=gM$, and $\sum_MM=0$ removes the linear term. By the Hellmann–Feynman theorem $\langle n|\hat m|n\rangle_b=\partial\epsilon_n/\partial b$, so $\langle\hat m\rangle=-T^*\,\partial\ln Z/\partial b$ and

$$-\frac{\langle\hat m\rangle}{b}=\frac1{Z_0}\sum_ne^{-E_n/T^*}\Big(\frac{W_n^2}{T^*}-2V_n\Big),$$

where $Z_0$ is the zero-field sum. The molar moment is $-N_A\mu_B\langle\hat m\rangle$. Dividing by $B=kb/\mu_B$ shows that $\chi$ is $C_0$ times the right side. With $\sum_MM^2=J(J+1)(2J+1)/3$, each level contributes per state

$$\frac{g^2J(J+1)}{3T^*}+\alpha_J,\qquad (2J+1)\,\alpha_J=-2\sum_MV_{JM}.$$

Splitting the sum by configuration gives $\chi=C_0\,[\,21p_2/T^*+p_3\chi_3]$, where $\chi_3$, in K⁻¹, is the thermal average over the Eu³⁺ levels alone. Eu²⁺ has one level and hence no $\alpha$.

### Matrix elements for Eu³⁺

Define $\mathbf D=(\mathbf S-\mathbf L)/2$. Then $\frac32(L_z+S_z)+\frac12(S_z-L_z)=L_z+2S_z$, that is $\hat m=\frac32J_z+D_z$. Since $\mathbf D$ is a vector operator, the Wigner–Eckart theorem allows only $\Delta J=0,\pm1$ and forbids $0\to0$. Within a level with $J\ge1$ the projection theorem gives $\mathbf D\to\mathbf J\,\langle\mathbf J\cdot\mathbf D\rangle/[J(J+1)]$. Because $\mathbf L$ and $\mathbf S$ commute, $\mathbf J\cdot\mathbf D=(\mathbf S^2-\mathbf L^2)/2=0$. The diagonal block of $D_z$ vanishes, so $g=3/2$ and $g^2/3=3/4$.

Let $A_J=\sum_M|\langle JM|D_z|J-1,M\rangle|^2$, with $A_0=0$. Inserting a complete set between the two factors of $D_z^2$ and tracing over level $J$ gives $A_J+A_{J+1}$. The level is invariant under rotations, so $D_x^2$, $D_y^2$ and $D_z^2$ have equal traces, each one third of that of

$$\mathbf D^2=\tfrac14\big(\mathbf S^2+\mathbf L^2-2\mathbf L\cdot\mathbf S\big)=\tfrac14\big[48-J(J+1)\big].$$

Hence $A_J+A_{J+1}=(2J+1)[48-J(J+1)]/12$, which fixes every $A_J$ from $A_0=0$. The solution is

$$A_J=\frac{J(49-J^2)}{12}.$$

It vanishes at $J=0$, and it obeys the recursion because $J^3+(J+1)^3=(2J+1)(J^2+J+1)$ gives

$$J(49-J^2)+(J+1)\big[49-(J+1)^2\big]=(2J+1)\big[49-(J^2+J+1)\big].$$

It also gives $A_7=0$, as the end of the term requires. Explicit matrices yield $A_1,\dots,A_6=4,\ 7.5,\ 10,\ 11,\ 10,\ 6.5$.

Only $D_z$ connects different levels, and $E_J-E_{J-1}=\lambda J$. The level above pushes $J$ down, which makes $V$ negative and $\alpha$ positive, while the level below pushes it up:

$$(2J+1)\,\alpha_J=\frac{2A_{J+1}}{\lambda(J+1)}-\frac{2A_J}{\lambda J}.$$

For $J=0$ the second term is absent and $\alpha_0=2\cdot4/\lambda=8/\lambda$. For $J\ge1$ the right side is $[49-(J+1)^2-49+J^2]/(6\lambda)=-(2J+1)/(6\lambda)$, so $\alpha_J=-1/(6\lambda)$. Therefore

$$\chi_3=\frac1{Z_3}\Big\{\frac8\lambda+\sum_{J\ge1}(2J+1)\Big[\frac{3J(J+1)}{4T^*}-\frac1{6\lambda}\Big]e^{-E_J/T^*}\Big\}.$$

### (a) Values at 300 K

At $T^*=400$ K the $J=1$ weight is $3e^{-500/400}=0.8595$, and its level factor is $3\cdot2/(4\cdot400)-3.333\times10^{-4}=3.417\times10^{-3}$ K⁻¹.

| $J$ | weight | factor (K⁻¹) | product (K⁻¹) |
|---|---|---|---|
| 0 | 1 | 0.016000 | 0.016000 |
| 1 | 0.8595 | 0.003417 | 0.002937 |
| 2 | 0.1176 | 0.010917 | 0.001284 |
| 3 | 0.0039 | 0.022167 | 0.000086 |
| 4 | 0.00003 | 0.037167 | 0.000001 |

The levels $J=5,6$ do not affect these digits. The sums are $Z_3=1.9810$ and $0.020307$ K⁻¹, so $\chi_3=0.020307/1.9810=0.010251$ K⁻¹. Then

$$p_2=\frac{2.9430}{1.9810+2.9430}=0.5977,\qquad v=2.40,$$

$$\chi=0.37515\,(0.5977\times0.05250+0.4023\times0.010251)=(11.77+1.55)\times10^{-3},$$

so $\chi=1.33\times10^{-2}$ cm³/mol, or $1.67\times10^{-7}$ m³/mol in SI (factor $4\pi\times10^{-6}$). Diagonalizing the field-dependent Hamiltonian gives the same number.

The omissions in $Z_3$ and in $\chi_3$ act oppositely on $\chi$. Setting $Z_3=1$ inflates the Eu²⁺ term from 11.77 to 14.70, and dropping $\chi_3$, which holds the $J=0$ Van Vleck term and the contributions of the populated levels $J\ge1$, removes 1.55 (both in $10^{-3}$ cm³/mol). The net ratio $14.70/13.32$ is an excess of about 10% relative to the full model, while the valence is too low by $2.40-2.25=0.15$.

### (b) The valence has a minimum

Define $\langle E\rangle_3=Z_3^{-1}\sum_J(2J+1)E_Je^{-E_J/T^*}$, so that $d\ln Z_3/dT^*=\langle E\rangle_3/T^{*2}$. Differentiate $\ln(p_2/p_3)=\ln8-E_{ex}/T^*-\ln Z_3$. Since $dp_3=-dp_2$, the left side gives $dp_2(1/p_2+1/p_3)=dp_2/(p_2p_3)$, and

$$\frac{dp_2}{dT^*}=\frac{p_2p_3}{T^{*2}}\big(E_{ex}-\langle E\rangle_3\big).$$

Differentiating the quotient that defines $\langle E\rangle_3$ gives $(\langle E^2\rangle_3-\langle E\rangle_3^2)/T^{*2}>0$, so $\langle E\rangle_3$ rises strictly from 0. As $T^*\to\infty$ all 49 states weigh equally. The trace of $\mathbf L\cdot\mathbf S$ factorizes into traces of traceless components and vanishes, so the mean of $J(J+1)$ is 24 and $\langle E\rangle_3\to12\lambda=6000$ K. For $0<E_{ex}<12\lambda$ the bracket therefore changes sign once, from positive to negative, and $v$ has exactly one minimum, at $\langle E\rangle_3=E_{ex}$. For $E_{ex}\le0$ the valence only rises with $T^*$, and for $E_{ex}\ge12\lambda$ it only falls.

Here the minimum is $v=2.397$ at $T^*=487$ K, which is $T=387$ K for the linear rule and 477 K for the quadrature rule. Below this $T^*$ an Eu²⁺ ion carries more energy than a thermal Eu³⁺ ion and heating favours it. Above it the roles reverse, and $p_2\to8/57$, $v\to2.86$, a ratio of state counts. That limit is formal, since terms omitted from both configurations would be populated at such temperatures. The threshold $12\lambda$ and the position of the minimum also rest on the Landé spacing, which places the upper levels of real Eu³⁺ too high, because spin-orbit coupling mixes in other terms. Take an intermediate-coupling $f^6$ Hamiltonian with $F^2,F^4,F^6=83125,\ 59268,\ 42560$ cm⁻¹ and the one-electron spin-orbit constant set to 1252 cm⁻¹, which keeps $^7F_1$ at 500 K. It puts $^7F_6$ near 6800 K instead of 10500 K and the multiplet mean near 4250 K instead of 6000 K, and the valence minimum moves to $T^*\approx456$ K. The valence and susceptibility at 300 K and the susceptibility maximum of part (c) change by less than 1%.

Two limits check $\chi$. For $T^*\to0$ and $E_{ex}>0$, $v\to3$ and $\chi\to8C_0/\lambda=6.00\times10^{-3}$ cm³/mol, where the tempting solution gives zero. For $T^*\gg\lambda$, use $8/\lambda=-1/(6\lambda)+49/(6\lambda)$ to write the average of $\alpha_J$ as $-1/(6\lambda)+49/(6\lambda Z_3)$. To first order in $\lambda/T^*$, $Z_3=49(1-12\lambda/T^*)$, so this average is $2/T^*$. The Curie part is $\frac34\cdot24/T^*=18/T^*$, and $\chi_3T^*\to20$. This is the value for uncoupled $\mathbf L$ and $\mathbf S$, $\langle L_z^2\rangle+4\langle S_z^2\rangle=4+16$. The total is $\chi T^*/C_0\to(8\cdot21+49\cdot20)/57=20.14$.

### (c) The susceptibility maximum

For the linear rule, with $\chi$ in $10^{-3}$ cm³/mol:

| $T$ (K) | $v$ | Eu²⁺ | Eu³⁺ | $\chi$ |
|---|---|---|---|---|
| 0 | 2.874 | 9.89 | 5.24 | 15.13 |
| 50 | 2.666 | 17.55 | 3.84 | 21.40 |
| 100 | 2.536 | 18.29 | 2.87 | 21.16 |
| 200 | 2.432 | 14.93 | 1.94 | 16.87 |
| 300 | 2.402 | 11.77 | 1.55 | 13.32 |
| 500 | 2.402 | 7.85 | 1.23 | 9.08 |
| 1000 | 2.461 | 3.86 | 1.02 | 4.88 |

At $T=0$, $T^*=T_f$. The valence stays intermediate and $\chi$ stays finite, $1.51\times10^{-2}$ cm³/mol ($1.90\times10^{-7}$ m³/mol), with about a third from Eu³⁺. The valences at 300 and 500 K, equal to the digits shown, lie on opposite sides of the minimum.

The Eu²⁺ term is a rising population times a falling Curie factor. Its logarithmic derivative is $p_3(E_{ex}-\langle E\rangle_3)/T^{*2}-1/T^*$, which vanishes where $T^*=p_3(E_{ex}-\langle E\rangle_3)$. Here $0.5731\times(400-82.3)=182$ K. At that point the slope of the total equals the slope of the Eu³⁺ term, which decreases down the table, so the total is already falling. Numerically its maximum is at $T^*_m=169$ K, with $\chi=2.18\times10^{-2}$ cm³/mol ($2.73\times10^{-7}$ m³/mol) and $v=2.61$. A scan of $T^*$ from 40 to 5000 K for these parameters finds this single turning point.

Both rules give $T^*\ge T_f$, so the maximum appears at $T>0$ only if $T_f<T^*_m$. It lies at $T=T_m^*-T_f=69$ K or at $T=(T_m^{*2}-T_f^2)^{1/2}=136$ K. Its height is the same under both rules, because $\chi$ depends on $T^*$ alone. A $T_f$ fitted to a peak position has meaning only together with the rule used.

### (d) Low temperature

Let $\chi'$ denote $d\chi/dT^*$. The linear rule has $dT^*/dT=1$, so at $T=0$ the slope is $\chi'(T_f)=2.11\times10^{-4}$ cm³/(mol K), and

$$\frac{dv}{dT}=-\frac{0.1256\times0.8744\times(400-9.91)}{100^2}=-4.28\times10^{-3}\ \text{K}^{-1}.$$

If the molar moment $\mathcal M=\chi B$ came from a free energy $G(T,B)$ with $dG=-\mathcal S\,dT-\mathcal M\,dB$, where $\mathcal S$ is the entropy, equality of mixed derivatives would give $(\partial\mathcal S/\partial B)_T=(\partial\mathcal M/\partial T)_B=B\,d\chi/dT$. For a nondegenerate ground state the third law makes $\mathcal S$ vanish at $T=0$ for every $B$, so $d\chi/dT$ must vanish there. The linear rule violates this unless $\chi'(T_f)=0$, and its slope as $T\to0$ is an artefact.

The quadrature rule has $T^*=T_f+T^2/(2T_f)$ to leading order in $T/T_f$, so

$$\chi(T)=\chi(0)+\frac{\chi'(T_f)}{2T_f}T^2,\qquad \frac{2.11\times10^{-4}}{200}=1.06\times10^{-6}\ \text{cm}^3/(\text{mol K}^2).$$

It satisfies the condition, which removes an inconsistency but does not derive the rule. At 300 K it gives $T^*=316$ K, $v=2.42$ and $\chi=1.62\times10^{-2}$ cm³/mol, against $1.33\times10^{-2}$ for the linear rule. At this temperature and the same $T_f$, the choice of rule changes $\chi$ by $2.9\times10^{-3}$ cm³/mol, more than the $1.4\times10^{-3}$ net error of the tempting solution, whose omissions partly cancel here. The ordering is not general: at $T=0$ the two rules coincide, while the tempting solution misses the Eu³⁺ term, about a third of $\chi$.

With constant $E_{ex}$ and $T_f>0$, $p_2$ is a ratio of finite sums of exponentials and is smooth in $T$. This form of the model therefore describes gradual valence changes only. It cannot produce a valence jump, and without exchange it cannot produce magnetic order.

The numerical check tests the terms, levels, $A_J$, $g$, populations, susceptibilities, derivatives, limits and extrema against determinant counting and direct diagonalization.

## Calculated quantities

```
inputs: lambda = 500 K, Eex = 400 K, Tf = 100 K
C0 = N_A muB^2/k = 0.37515 cm3 K/mol
Eu2+ Curie constant 21 C0 = 7.8781 cm3 K/mol
Eu3+ J=0 Van Vleck 8 C0/lambda = 6.00237e-03 cm3/mol
A_J, J=1..6 (matrices): 4.000 7.500 10.000 11.000 10.000 6.500
alpha_0 = 0.01600 1/K, alpha_(J>=1) = -3.3333e-04 1/K
--- T = 300 K, linear rule, T* = 400 K ---
J  E_J(K)  weight  level chi(1/K)  weight*chi(1/K)
0      0 1.00000e+00 1.60000e-02 1.60000e-02
1    500 8.59514e-01 3.41667e-03 2.93667e-03
2   1500 1.17589e-01 1.09167e-02 1.28368e-03
3   3000 3.87159e-03 2.21667e-02 8.58203e-05
4   5000 3.35399e-05 3.71667e-02 1.24657e-06
5   7500 7.91355e-08 5.59167e-02 4.42499e-09
6  10500 5.17265e-11 7.84167e-02 4.05622e-12
Z3 = 1.98101, Eu2+ weight = 2.94304
sum weight*chi = 0.020307 1/K, chi3 = 0.010251 1/K, 21/T* = 0.05250 1/K
p2 = 0.59769, p3 = 0.40231, v = 2.40231
chi = 1.33188e-02 cm3/mol = 1.6737e-07 m3/mol
chi by diagonalization = 1.33188e-02 cm3/mol
nonmagnetic J=0 only: v = 2.2536, chi = 1.4700e-02 cm3/mol
--- T* = T+Tf; chi in 1e-3 cm3/mol ---
T(K)  T*(K)  Z3  p2  v  chi(Eu2+)  chi(Eu3+)  chi
   0   100.0 1.0202 0.1256 2.8744  9.894  5.240 15.134
  50   150.0 1.1072 0.3342 2.6658 17.554  3.844 21.398
 100   200.0 1.2490 0.4643 2.5357 18.290  2.868 21.158
 200   300.0 1.6006 0.5685 2.4315 14.929  1.936 16.865
 300   400.0 1.9810 0.5977 2.4023 11.772  1.547 13.319
 500   600.0 2.7636 0.5978 2.4022  7.849  1.229  9.078
1000  1100.0 4.7491 0.5394 2.4606  3.863  1.015  4.878
--- T* = sqrt(T^2+Tf^2); chi in 1e-3 cm3/mol ---
T(K)  T*(K)  Z3  p2  v  chi(Eu2+)  chi(Eu3+)  chi
   0   100.0 1.0202 0.1256 2.8744  9.894  5.240 15.134
  50   111.8 1.0343 0.1777 2.8223 12.522  4.906 17.428
 100   141.4 1.0876 0.3030 2.6970 16.881  4.064 20.944
 200   223.6 1.3267 0.5020 2.4980 17.685  2.558 20.243
 300   316.2 1.6613 0.5761 2.4239 14.353  1.851 16.204
 500   509.9 2.4091 0.6025 2.3975  9.308  1.333 10.641
1000  1005.0 4.3707 0.5514 2.4486  4.323  1.035  5.358
chi(T=0) = 1.5134e-02 cm3/mol = 1.9017e-07 m3/mol
valence minimum: T* = 487.0 K, v = 2.3973
  T = 387.0 K (linear), 476.6 K (quadrature)
Eu2+ term maximum: T* = 182.1 K, <E>3 = 82.3 K, p3 = 0.5731
chi maximum: T* = 169.1 K, v there = 2.6064
  chi = 2.1756e-02 cm3/mol = 2.7339e-07 m3/mol
  T = 69.1 K (linear), 136.3 K (quadrature)
dchi/dT* at Tf = 2.1147e-04 cm3/(mol K)
quadrature T^2 coefficient = 1.0574e-06 cm3/(mol K^2)
dv/dT* at Tf = -4.2837e-03 1/K, <E>3 at Tf = 9.91 K
T* = 1e8 K: v = 2.8596, chi T*/C0 = 20.140
12 lambda = 6000 K, bound 2+1/9 = 2.1111
```
